\section*{Radical Decay Length in a Long Cylindrical Hole with Weak Wall Loss}

\section{How deep does a long-lived radical go?}

A radical enters a hole of diameter $100$ nm and depth $5000$ nm. At each wall hit it is lost with probability $s=0.003$, so it survives about $1/s\approx 333$ hits. If every hit carried it one diameter deeper, it would travel about $33\,000$ nm, and the whole hole would be well supplied. That estimate is badly wrong. The wall sends the radical up as often as down, so its path is a random walk and its range grows as the square root of the number of hits. In the model below, the flux at the bottom is between about $0.002$ and $0.02$ of the flux entering the mouth, depending on how reactive the bottom is. An etch or deposition step designed on the first estimate would starve the bottom of the hole.

The quantity needed is the length $L$ over which the radical density falls by a factor $e$. For a hole of diameter $d$ it is $L=d/\sqrt{3s}$ when $s\ll1$.

\section{The model}

The hole is a straight circular cylinder with its axis along $z$, its mouth at $z=0$ and $z$ increasing inward. The gas is so dilute that radicals collide with the wall and not with each other or with other gas. A radical that hits the wall is lost with probability $s$, the same everywhere. Otherwise it leaves diffusely: its direction follows the cosine law and its speed is that of a gas at the wall temperature $T$, whatever its previous motion. The state is steady, and no radicals are created inside the hole.

\section{One flight between wall hits}

Let $\theta$ be the angle between the flight direction and the axis, $0<\theta<\pi$, and let $\varphi$ be the azimuth about the axis, measured from the inward normal, $-\pi/2<\varphi<\pi/2$. The cosine of the angle to the normal is $\sin\theta\cos\varphi$. The cosine law gives a probability per solid angle equal to this cosine divided by $\pi$. With the solid angle $\sin\theta\,d\theta\,d\varphi$, the weight is
\begin{equation}
w\,d\theta\,d\varphi=\frac{1}{\pi}\sin^2\theta\,\cos\varphi\,d\theta\,d\varphi .
\label{weight}
\end{equation}
Its integral is $(1/\pi)(\pi/2)(2)=1$.

Seen along the axis, the flight is a chord of a circle at angle $\varphi$ to the diameter, with length $d\cos\varphi$. This is the projection of the true path $\ell$, so $\ell\sin\theta=d\cos\varphi$. The axial displacement is $x=\ell\cos\theta$. Hence
\begin{equation}
\ell=\frac{d\cos\varphi}{\sin\theta},\qquad x=d\cos\varphi\cot\theta .
\label{chord}
\end{equation}
The averages follow from (\ref{weight}):
\begin{align}
\langle \ell\rangle&=\frac{d}{\pi}\int_{-\pi/2}^{\pi/2}\!\cos^2\varphi\,d\varphi\int_0^\pi\!\sin\theta\,d\theta
=\frac d\pi\cdot\frac\pi2\cdot2=d,\label{meanl}\\
\langle x^2\rangle&=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\!\cos^3\varphi\,d\varphi\int_0^\pi\!\cos^2\theta\,d\theta
=\frac{d^2}\pi\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.\label{meanx2}
\end{align}
The mean of $x$ is zero, because $\theta$ and $\pi-\theta$ are equally likely.

The mean duration of a flight needs the mean of $1/c$, where $c$ is the speed. In the gas, speeds are distributed as $c^2e^{-mc^2/2kT}$, with $m$ the radical mass and $k$ Boltzmann's constant. Fast particles cross a surface more often, in proportion to $c$, so emitted particles are distributed as $c^3e^{-mc^2/2kT}$. For them
\begin{equation}
\left\langle\frac1c\right\rangle=\frac{\int_0^\infty c^2e^{-mc^2/2kT}dc}{\int_0^\infty c^3e^{-mc^2/2kT}dc}=\frac1{\bar v},
\qquad \bar v=\sqrt{\frac{8kT}{\pi m}},
\label{invspeed}
\end{equation}
since the inverse of this ratio is the mean speed $\bar v$ in the gas. Speed and direction are independent at emission, so the mean flight time is
\begin{equation}
\tau=\langle\ell\rangle\langle1/c\rangle=d/\bar v .
\label{tau}
\end{equation}

\section{The diffusion coefficient}

Diffuse emission erases the memory of the previous flight, so successive axial steps are independent. With zero mean step, the cross terms in the squared displacement average to zero, and after $N$ flights $\langle X^2\rangle=N\langle x^2\rangle$. Over a time $t\gg\tau$ there are about $t/\tau$ flights. Comparison with one-dimensional diffusion, $\langle X^2\rangle=2Dt$, gives
\begin{equation}
D=\frac{\langle x^2\rangle}{2\tau}=\frac{2d^2/3}{2d/\bar v}=\frac{d\,\bar v}{3}.
\label{D}
\end{equation}
This is the Knudsen diffusion coefficient. The diameter takes the place that the mean free path has in an ordinary gas.

A lossless tube of length $H$ with vacuum at its far end tests (\ref{D}). If the density falls linearly from $n_0$ to zero, the flux is $Dn_0/H$. The entering flux is $n_0\bar v/4$, as shown in (\ref{impinge}), so the transmitted fraction is $4d/(3H)$. For $H=200d$ this is $0.00667$. A numerical solution of the free-flight problem, which contains no diffusion coefficient, gives $0.00657$ on a grid of spacing $0.1d$ and $0.00656$ when converged, lower by $1.6\%$.

\section{Balance in a slice}

Weak loss leaves the gas nearly isotropic. At density $n$, the flux onto a wall element is then
\begin{equation}
\Phi=n\bar v\,\frac{1}{4\pi}\int_0^{\pi/2}\!\cos\alpha\;2\pi\sin\alpha\,d\alpha=\frac{n\bar v}{4},
\label{impinge}
\end{equation}
where $\alpha$ is the angle to the wall normal. This agrees with (\ref{tau}): the hits per unit length and time, $\pi d\,n\bar v/4$, divided by the radicals per unit length, $\pi d^2n/4$, give $\bar v/d=1/\tau$.

Consider the slice between $z$ and $z+dz$. The axial flux density is $J=-D\,dn/dz$ and the cross-section is $\pi d^2/4$. In steady state, inflow minus outflow equals wall loss:
\begin{equation}
\frac{\pi d^2}{4}\bigl[J(z)-J(z+dz)\bigr]=s\,\frac{n\bar v}{4}\,\pi d\,dz .
\label{slice}
\end{equation}
The bracket is $-J'dz=D\,n''dz$, where a prime means $d/dz$. Inserting (\ref{D}),
\begin{equation}
\frac{d\bar v}{3}\,\frac{\pi d^2}{4}\,n''=\frac{s\,\pi d\,\bar v}{4}\,n .
\end{equation}
Multiplying both sides by $12/(\pi d^3\bar v)$ gives
\begin{equation}
n''=\frac{3s}{d^2}\,n=\frac{n}{L^2},\qquad L=\frac{d}{\sqrt{3s}} .
\label{L}
\end{equation}
The general solution is a sum of $e^{-z/L}$ and $e^{z/L}$. In an endless hole the growing part must vanish, and $n\propto e^{-z/L}$.

The speed has cancelled: a faster radical diffuses faster, but it also hits the wall more often. Mass and temperature therefore enter $L$ only through $s$. The random walk gives the same length. A radical starting from the wall makes $1/s$ flights on average before it is lost, so its mean square displacement is $(1/s)(2d^2/3)=2L^2$. This is also the mean square of a two-sided exponential distribution $e^{-|x|/L}/(2L)$.

\section{The two ends of the hole}

At a plane across the hole, let $\Phi_+$ and $\Phi_-$ be the one-way fluxes inward and outward. Their difference is $J$. If the gas is nearly isotropic, their sum is close to $n\bar v/2$, so
\begin{equation}
\Phi_\pm=\frac{n\bar v}{4}\pm\frac J2 .
\label{oneway}
\end{equation}
This is an approximation close to an end, where the angular distribution is distorted.

At the mouth of a deep hole, $\Phi_+$ is the flux $\Phi_0$ supplied by the plasma, and $J=Dn(0)/L=[n(0)\bar v/4]\,(4d/3L)$. Equation (\ref{oneway}) gives
\begin{equation}
\frac{n(0)\bar v}{4}=\frac{\Phi_0}{1+2d/(3L)} .
\label{mouth}
\end{equation}

At the bottom, $z=H$, let each hit be reactive with probability $s_b$. Then $\Phi_-=(1-s_b)\Phi_+$, hence $J=s_b\Phi_+$, and (\ref{oneway}) gives $\Phi_+(1-s_b/2)=n\bar v/4$. The boundary condition is therefore
\begin{equation}
-\frac{d\bar v}{3}\,n'(H)=\frac{s_b}{1-s_b/2}\,\frac{n(H)\bar v}{4}
\;\Longrightarrow\;
-L\,n'(H)=\gamma\,n(H),\quad \gamma=\frac{3L}{4d}\,\frac{s_b}{1-s_b/2}.
\label{bottombc}
\end{equation}
Let $a$ and $b$ be the values at $z=H$ of the decaying and growing parts. Then $n(H)=a+b$ and $-Ln'(H)=a-b$, so $a-b=\gamma(a+b)$, which gives $b=a(1-\gamma)/(1+\gamma)$ and
\begin{equation}
n(H)=\frac{2a}{1+\gamma},\qquad
\frac{\Phi_+(H)}{a\bar v/4}=\frac{2}{(1+\gamma)(1-s_b/2)} .
\label{bottom}
\end{equation}
For $H\gg L$ the returning part is negligible at the mouth, and $a$ is the density that an endless hole would have at the same depth. A non-reacting bottom doubles it. For any $H$, the solution with $n'(H)=0$ is $n(z)=n(0)\cosh[(H-z)/L]/\cosh(H/L)$. A fully reacting bottom has $\gamma=3L/(2d)\gg1$ and strongly depletes the gas above it. The bottom changes the profile within a few $L$ of itself, but not $L$.

\section{Where the exponential law ends}

The free-flight problem can be written without diffusion. Let $p(x)$ be the probability density of the axial step (\ref{chord}), and $P(z)=\int_z^\infty p\,dx$. The flux onto the wall of an endless hole obeys
\begin{equation}
\Phi(z)=\Phi_0P(z)+(1-s)\int_0^\infty p(z-z')\,\Phi(z')\,dz' .
\label{integral}
\end{equation}
The integral collects radicals re-emitted by other rings of the wall. The first term is the direct flux from the mouth: a diffuse flux $\Phi_0$ entering there is the same as that from an imagined continuation of the tube to $z<0$ whose wall emits $\Phi_0$ everywhere.

Far from the mouth, and for slow variation, expand $\Phi(z')$ about $z$ to second order. The linear term vanishes by symmetry, and (\ref{meanx2}) gives
\begin{equation}
\Phi=(1-s)\left(\Phi+\frac{d^2}{3}\Phi''\right)
\;\Longrightarrow\;
\Phi''=\frac{3s}{(1-s)d^2}\,\Phi .
\label{expand}
\end{equation}
The decay length is $L\sqrt{1-s}$, which agrees with (\ref{L}) for $s\ll1$.

The expansion cannot simply be continued, because long flights are too frequent. They have small $\theta$, where $x\approx d\cos\varphi/\theta$. A step exceeds $X\gg d$ when $\theta<d\cos\varphi/X$, so
\begin{equation}
P(X)\approx\int_{-\pi/2}^{\pi/2}\!\frac{\cos\varphi}{\pi}\,\frac{d^3\cos^3\varphi}{3X^3}\,d\varphi
=\frac{d^3}{3\pi X^3}\cdot\frac{3\pi}{8}=\frac{d^3}{8X^3},
\label{tail}
\end{equation}
and $p(x)\approx 3d^3/(8x^4)$. The fourth moment diverges. Cutting it off at $|x|\sim L$ gives about $3d^3L/4$. The fourth-order term is then roughly $(3d^3L/4)/(24L^4)$ times $\Phi$, against $d^2/(3L^2)$ for the second-order term. The ratio is about $0.1\,d/L$. The same cut removes $3d^3/(4L)$ from the second moment, a share $9d/(8L)$ of it. These estimates do not fix the size of the correction to $L$, but both indicate that it scales roughly as $d/L$, that is, as $\sqrt s$.

Equation (\ref{integral}) was solved numerically in long finite holes, and the decay length was taken from the fluxes at depths $L$ and $3L$:
\begin{center}
\begin{tabular}{cccc}
$s$ & $L/d$, (\ref{L}) & $L/d$, (\ref{integral}) & difference\\
0.1 & 1.826 & 1.838 & $+0.7\%$\\
0.01 & 5.774 & 5.795 & $+0.4\%$\\
0.001 & 18.26 & 18.29 & $+0.2\%$\\
0.0001 & 57.74 & 57.79 & $+0.1\%$
\end{tabular}
\end{center}
The differences are relative to (\ref{L}). The grid spacing $h=0.1d$ itself adds about $h^2/12$ to $\langle x^2\rangle$, which lengthens $L$ by about $0.06\%$; most of the last difference is therefore numerical. With the grid error removed, the four differences are $+0.64$, $+0.32$, $+0.10$ and $+0.03\%$. They are this small partly because of the depths chosen: the profile is not an exact exponential, and the local decay length is shorter than $L$ near the mouth and longer further down. Taken between $0.5L$ and $1.5L$, $2L$ and $4L$, or $3L$ and $5L$, the difference is $-2.9$, $+3.0$ or $+5.9\%$ for $s=0.01$, and $-0.3$, $+0.3$ or $+0.6\%$ for $s=0.0001$, falling as $\sqrt s$. The good agreement at $s=0.1$ should not be trusted as a sign of validity. The factor $\sqrt{1-s}$ alone would shorten $L$ by $5\%$, the same three intervals give $-8$, $+9$ and $+18\%$, and $L$ is there less than two diameters.

Very deep in the hole the long flights win. The direct flux at depth $z$ is $\Phi_0d^3/(8z^3)$, and each arriving radical makes about $1/s=3L^2/d^2$ hits before it is lost. If these hits fall near the point of arrival, the resulting wall flux is
\begin{equation}
\Phi_{\rm tail}\approx\frac{\Phi_0d^3}{8sz^3}=\frac38\,\frac dL\left(\frac Lz\right)^3\Phi_0 .
\label{tailflux}
\end{equation}
For $s=0.01$ this estimate equals $\Phi_0e^{-z/L}$ between $9L$ and $10L$. The numerical solution at $15L$ has a local decay length of $4.14L$, so the exponential is indeed lost. A pure $z^{-3}$ law would give $z/3=5L$, so at this depth the simple estimate (\ref{tailflux}) does not reproduce the slope accurately. It is also too low in size: the computed flux exceeds it by a factor $1.3$ to $1.4$ at $15L$, $1.15$ at $25L$ and $1.08$ at $40L$. It counts only flights from the mouth and leaves out long flights that start from the wall within a few $L$ of the mouth. Adding those from the first $5L$ removes most of the excess; about $10\%$, $2.5\%$ and $1\%$ remain at the three depths.

\section{Fluorine atoms in a deep dielectric hole}

Take fluorine atoms at $300$ K and $20$ mTorr in a hole with $d=100$ nm, $H=5000$ nm and $s=0.003$. The mean speed is $578$ m/s. From (\ref{D}),
\begin{equation}
D=\frac{(10^{-7}\,\mathrm{m})(578\,\mathrm{m/s})}{3}=1.93\times10^{-5}\,\mathrm{m^2/s}=0.193\,\mathrm{cm^2/s}.
\end{equation}
The mean time to wall loss is $d/(s\bar v)=58$ ns. The decay length is
\begin{equation}
L=\frac{100\ \mathrm{nm}}{\sqrt{3\times0.003}}=\frac{100\ \mathrm{nm}}{0.0949}=1054\ \mathrm{nm}=1.05\ \mu\mathrm{m},
\end{equation}
so $H/L=4.74$ and $e^{-H/L}=0.0087$. Between depths of $1000$ and $4000$ nm in an endless hole, the law predicts a flux ratio of $0.0581$. The free-flight equation gives $0.0593$ on the grid $h=0.1d$ and $0.0592$ when converged, which is $2\%$ higher.

The end conditions can be checked with the same numbers. With $2d/(3L)=0.063$, (\ref{mouth}) predicts a wall flux at $5000$ nm of $0.0087/1.063=0.0082\,\Phi_0$; the free-flight value is $0.0083\,\Phi_0$. So close a match is not general: for $s=0.001$ the same comparison gives $0.0624\,\Phi_0$ against $0.0604\,\Phi_0$, $3\%$ lower. Between $0.5L$ and $3L$ the free-flight wall flux lies below this law by $3$ to $5\%$ for $s=0.003$, $5$ to $7\%$ for $s=0.01$ and $6$ to $10\%$ for $s=0.03$. For $s=0.003$ it rises back through the law near $5000$ nm, and deeper than a few $L$ the law is too low. A non-reacting bottom receives $2.12$ times this flux on the grid $h=0.1d$ and about $2.15$ times on a grid four times finer, against $2$ from (\ref{bottom}). For $s_b=1$, $\gamma=15.8$ and (\ref{bottom}) gives $4/16.8=0.24$, against the computed $0.25$. For $s_b$ from $0$ to $1$ the free-flight bottom flux exceeds (\ref{bottom}) by $7\%$ falling to $4\%$. At fixed $\Phi_0$, the bottom flux thus falls from about $0.018\,\Phi_0$ to $0.0020\,\Phi_0$ ($0.0175$ and $0.00205$ for $h=0.1d$, $0.0177$ and $0.00204$ for $h=0.025d$) as the bottom goes from inert to fully reacting.

\section{Taper and specular reflection}

If the diameter varies slowly with depth, $d$ must stay inside the derivative in the slice balance. The flow through the cross-section is $-(\pi\bar v/12)\,d^3n'$ and the loss per length is $s\pi d\,n\bar v/4$, so
\begin{equation}
(d^3n')'=3s\,d\,n .
\label{taper}
\end{equation}
For a linear taper, $d'=-c$, try $n=d^{\,m}$. Then $n'=-cm\,d^{\,m-1}$ and $(d^3n')'=c^2m(m+2)\,d^{\,m+1}$, so $m(m+2)=3s/c^2$ and
\begin{equation}
m_\pm=-1\pm\sqrt{1+3s/c^2}.
\end{equation}
A taper from $100$ to $70$ nm over $5000$ nm has $c=0.006$ and $3s/c^2=250$, hence $m_+=14.84$ and $m_-=-16.84$. At a non-reacting bottom $n'=0$, which fixes the $m_-$ part there at $14.84/16.84=0.881$ of the $m_+$ part. The $m_-$ part is negligible at the mouth, so $n(H)/n(0)=0.7^{14.84}\times1.881\approx0.00945$. Direct numerical solution of (\ref{taper}) gives $0.00945$, against $0.0174$ for the straight hole. Within (\ref{taper}) and at fixed mouth density, this taper makes the radical density at the bottom $46\%$ lower than in the straight hole. The diffusion equation overstates the effect here: the free-flight problem in the cone gives a flux of $0.0106\,\Phi_0$ on a non-reacting bottom against $0.0177\,\Phi_0$ in the straight hole, $40\%$ lower.

Suppose next that a fraction $f$ of the surviving hits is specular. In a circular cylinder a specular hit preserves the axial velocity and the chord length, so the same axial step is repeated. The number $K$ of equal steps between diffuse emissions has probability $(1-f)f^{K-1}$, with $\langle K\rangle=1/(1-f)$ and $\langle K^2\rangle=(1+f)/(1-f)^2$. The mean square displacement grows by $\langle K^2\rangle$ and the time by $\langle K\rangle$, so $D$ is multiplied by $(1+f)/(1-f)$. With the loss per hit unchanged and small, $L$ is multiplied by the square root of this factor. For $f=0.1$, $D$ rises by $22\%$ and $L$ by $11\%$.

\section{The model beside a real hole}

The dimensions, pressure and $s$ are illustrative values for a deep, narrow etched hole. Gas collisions are no concern: for an assumed collision diameter of $0.4$ nm the mean free path is $2.2$ mm, about $2\times10^4$ diameters. The least certain input is $s$, which depends on the film covering the sidewall and need not be uniform. At fixed diameter and depth, $s=0.001$ gives $H/L=2.7$, whereas $s=0.01$ gives $8.7$; the factor $e^{-H/L}$ changes from $0.06$ to $0.0002$. In the second case the tail (\ref{tailflux}) is no longer small beside the exponential: the free-flight wall flux at that depth of an endless hole is about $0.00034\,\Phi_0$, twice $e^{-H/L}\Phi_0$. For this hole, the uncertainty in $s$ therefore outweighs the taper and the specular fraction considered above. The model describes the supply of neutral radicals alone; an etch rate also depends on ions and on the surface reaction at the bottom. The numerical output follows.

\section*{Computed values}
\begin{verbatim}
mean chord / d = 1.00000
mean square axial step / d^2 = 0.66667
lossless tube, length/d = 200: transmission = 0.006568
  Knudsen diffusion value 4d/(3 length) = 0.006667
s, L/d from formula, L/d from free-flight equation, deviation in %
  0.1000  1.826  1.838  +0.68
  0.0100  5.774  5.795  +0.38
  0.0010  18.257  18.286  +0.16
  0.0001  57.735  57.787  +0.09
s = 0.01: local decay length at depth 15 L = 4.14 L
hole diameter = 100 nm, depth = 5000 nm, s = 0.003
temperature = 300 K, pressure = 20 mTorr
aspect ratio = 50
mean speed of F = 578.2 m/s
Knudsen diffusion coefficient = 0.1927 cm2/s
mean time to wall loss = 57.6 ns
decay length L = 1054.1 nm = 10.541 d
depth / L = 4.743
exp(-depth/L) = 0.00871
flux(4000 nm)/flux(1000 nm), exponential law = 0.05807
flux(4000 nm)/flux(1000 nm), free-flight equation = 0.05933
endless hole: wall flux at 5000 nm / entering flux = 0.00828
bottom loss probability 0: bottom flux / entering flux = 0.01753, / endless hole = 2.117
bottom loss probability 1: bottom flux / entering flux = 0.00205, / endless hole = 0.247
assumed collision diameter = 0.4 nm
gas mean free path = 2.19 mm
mean free path / hole diameter = 2.19e+04
non-reacting bottom, straight hole: n(bottom)/n(mouth) = 0.01742
same, taper from 100 to 70 nm: n(bottom)/n(mouth) = 0.00945
specular fraction 0.1: D factor = 1.222, L factor = 1.106
finite-s factor sqrt(1-s) on L = 0.99850
\end{verbatim}
